**Gap of the Weaire-Thorpe model in ordered and disordered fourfold networks**

The program tests that no level E of a closed fourfold network satisfies |E − V₁| < ||V₂| − 2|V₁||, and that 2N levels lie below this window when |V₂| > 2|V₁|. Here N is the number of atoms, V₁ couples hybrids on one atom, and V₂ couples the two hybrids of a bond. The assertions compare direct diagonalization with the bound, the level count and the spectrum obtained from the adjacency matrix, in 32 combinations of network and parameters. They also cover unequal bonds, the limit of two gap levels after one bond is severed, and the π shift of the valence top in diamond. For V₁ = −2.5 eV and V₂ = −6.5 eV, the gap is 3.00 eV in the diamond cell and 4.62 eV in the annealed disordered network. Severing one bond puts two levels near the hybrid energy, inside the former gap. With actual bond directions included, the gap of the highly strained annealed network falls to 0.04 eV, so the theorem does not protect against severe angular strain.

## Verification by program

```python
"""
Result under test (Weaire-Thorpe model of a fourfold network):
  no eigenvalue E obeys |E - V1| < | |V2| - 2|V1| |, and for |V2| > 2|V1|
  exactly 2N levels lie below this window, with or without long-range order.
Symbols: N atoms, four hybrids per atom; V1 couples hybrids of one atom,
V2 couples the two hybrids of one bond; lam = adjacency eigenvalue;
delta = |V2| - 2|V1|. Hybrid number 4*i+a is hybrid a of atom i, and
mate[h] is the hybrid at the other end of the bond of hybrid h.
Lengths inside the program are in units of the ideal bond length.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize

rng = np.random.default_rng(12)
CUBE = 4 / np.sqrt(3)                     # diamond cube edge / bond length


def diamond(n):
    """Positions, bond pairing and box edge of n*n*n diamond cubes."""
    fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    cells = np.array([[i, j, k] for i in range(n)
                      for j in range(n) for k in range(n)])
    first = CUBE * (cells[:, None, :] + fcc[None, :, :]).reshape(-1, 3)
    second = first + CUBE / 4
    box, m = n * CUBE, len(first)
    arms = CUBE / 4 * np.array([[1, 1, 1], [1, -1, -1],
                                [-1, 1, -1], [-1, -1, 1]])
    mate = np.zeros(8 * m, dtype=int)
    for i in range(m):
        for s in range(4):
            gap = second - first[i] - arms[s]
            gap -= box * np.round(gap / box)
            j = int(np.argmin((gap**2).sum(1)))
            assert (gap[j]**2).sum() < 1e-12
            mate[4 * i + s] = 4 * (m + j) + s
            mate[4 * (m + j) + s] = 4 * i + s
    return np.vstack([first, second]), mate, box


def switch(mate):
    """Chain A-B-C-D becomes A-C-B-D; all atoms stay fourfold."""
    while True:
        h = int(rng.integers(len(mate)))
        g = int(mate[h])
        b, c = h // 4, g // 4
        hb = 4 * b + (h % 4 + int(rng.integers(1, 4))) % 4
        hc = 4 * c + (g % 4 + int(rng.integers(1, 4))) % 4
        ha, hd = int(mate[hb]), int(mate[hc])
        a, d = ha // 4, hd // 4
        near_b = mate[4 * b:4 * b + 4] // 4
        near_c = mate[4 * c:4 * c + 4] // 4
        if a == d or a in near_c or d in near_b:
            continue
        new = mate.copy()
        new[ha], new[hc] = hc, ha
        new[hb], new[hd] = hd, hb
        return new


def weaire_thorpe(mate, v1, v2):
    """Matrix from the definition; v2 is a number or one value per hybrid."""
    n = len(mate) // 4
    h = np.kron(np.eye(n), v1 * (np.ones((4, 4)) - np.eye(4)))
    h[np.arange(4 * n), mate] += v2
    return h


def adjacency_levels(mate):
    n = len(mate) // 4
    adj = np.zeros((n, n))
    np.add.at(adj, (np.arange(4 * n) // 4, mate // 4), 1)
    return np.linalg.eigvalsh(adj)


def half_gap(levels):
    m = len(levels) // 2
    return levels[m] - levels[m - 1]


def gap_formula(v1, v2, lam_min):
    delta = abs(v2) - 2 * abs(v1)
    return delta + np.sqrt(max(0, delta**2 + v1 * v2 * (4 + lam_min)))


def bond_vectors(pos, mate, box):
    d = pos[mate // 4] - np.repeat(pos, 4, axis=0)
    return (d - box * np.round(d / box)).reshape(-1, 4, 3)


OFF = 1 - np.eye(4)
BEND = 3 * 0.285 / 8                      # Keating bending / stretching 0.285


def keating(x, mate, box):
    """Elastic energy and gradient, in units of alpha * bond length^2."""
    d = bond_vectors(x.reshape(-1, 3), mate, box)
    stretch = (d**2).sum(2) - 1
    bend = (d @ d.transpose(0, 2, 1) + 1 / 3) * OFF
    energy = 3 / 32 * (stretch**2).sum() + BEND / 2 * (bend**2).sum()
    g = 3 / 8 * stretch[:, :, None] * d + 2 * BEND * (bend @ d)
    back = g.reshape(-1, 3)[mate].reshape(-1, 4, 3)
    return energy, (back - g).sum(1).ravel()


def relax(pos, mate, box, steps):
    r = minimize(keating, pos.ravel(), args=(mate, box), jac=True,
                 method="L-BFGS-B", options={"maxiter": steps})
    return r.x.reshape(-1, 3), float(r.fun)


def two_centre(pos, mate, box, v1, v2, vpi, scale_length):
    """sp3 Hamiltonian with hybrids along the actual bonds, plus pi terms."""
    n = len(pos)
    d = bond_vectors(pos, mate, box).reshape(-1, 3)
    length = np.sqrt((d**2).sum(1))
    u = d / length[:, None]
    hyb = np.hstack([np.full((4 * n, 1), 0.5), np.sqrt(3) / 2 * u])
    h = np.zeros((n, 4, n, 4))
    for i in range(n):
        h[i, :, i, :] = np.diag([3 * v1, -v1, -v1, -v1])
    for k in range(4 * n):
        f = length[k]**-2 if scale_length else 1.0
        block = v2 * np.outer(hyb[k], hyb[mate[k]])
        block[1:, 1:] += vpi * (np.eye(3) - np.outer(u[k], u[k]))
        h[k // 4, :, mate[k] // 4, :] += f * block
    return h.reshape(4 * n, 4 * n)


def bragg(pos):
    """Mean {111} intensity divided by N^2."""
    signs = np.array([[1, 1, 1], [1, 1, -1], [1, -1, 1], [-1, 1, 1]])
    phase = np.exp(2j * np.pi / CUBE * (pos @ signs.T))
    return float(np.mean(abs(phase.mean(0))**2))


def spreads(pos, mate, box):
    d = bond_vectors(pos, mate, box)
    length = np.sqrt((d**2).sum(2))
    u = d / length[:, :, None]
    cosine = (u @ u.transpose(0, 2, 1))[:, OFF > 0]
    angle = np.degrees(np.arccos(np.clip(cosine, -1, 1)))
    ideal = np.degrees(np.arccos(-1 / 3))
    return np.sqrt(np.mean((angle - ideal)**2)), length.std(), length.max()


# ---- the theorem on small networks, all signs and both regimes ----
_, small_crystal, _ = diamond(2)
small_random = small_crystal.copy()
for _ in range(1500):
    small_random = switch(small_random)
n_small = len(small_crystal) // 4
tested = 0
for net in (small_crystal, small_random):
    assert np.array_equal(net[net], np.arange(len(net)))
    lam = adjacency_levels(net)
    for size1, size2 in ((1.0, 3.1), (1.0, 2.2), (1.0, 1.3), (0.4, 2.0)):
        for s1 in (-1, 1):
            for s2 in (-1, 1):
                v1, v2 = s1 * size1, s2 * size2
                e = np.linalg.eigvalsh(weaire_thorpe(net, v1, v2))
                assert np.min(abs(e - v1)) > abs(size2 - 2 * size1) - 1e-9
                want = 2 * n_small if size2 > 2 * size1 else (
                    n_small if v1 < 0 else 3 * n_small)
                assert np.sum(e < v1) == want
                root = np.sqrt(np.maximum(
                    0, 4 * v1**2 + v2**2 + v1 * v2 * lam))
                law = np.sort(np.concatenate([
                    v1 + root, v1 - root, np.full(n_small, -v1 + v2),
                    np.full(n_small, -v1 - v2)]))
                assert np.max(abs(e - law)) < 1e-7
                if v1 < 0 and v2 < 0:
                    assert abs(half_gap(e)
                               - gap_formula(v1, v2, lam[0])) < 1e-7
                tested += 1

# unequal bonds: the weakest one controls the guaranteed window
strength = rng.uniform(2.3, 4.0, 4 * n_small)
strength = (strength + strength[small_random]) / 2
e = np.linalg.eigvalsh(weaire_thorpe(small_random, -1.0, -strength))
assert np.min(abs(e + 1)) > strength.min() - 2 - 1e-9
assert np.sum(e < -1) == 2 * n_small

# ---- example: damaged and partly annealed 216-atom network ----
V1, V2, VPI = -2.5, -6.5, -0.8            # eV, rough silicon-like inputs
BOND = 0.235                            # nm, rough silicon bond length
T_ANNEAL = 873.0                       # K, rough anneal temperature
N_DAMAGE, N_TRIAL, MC_ENERGY = 120, 600, 0.01
crystal_pos, crystal, box = diamond(3)
N = len(crystal_pos)
pos, net = crystal_pos.copy(), crystal.copy()
for _ in range(N_DAMAGE):
    net = switch(net)
    pos, energy = relax(pos, net, box, 20)
pos, energy = relax(pos, net, box, 200)
damaged_pos, damaged, damaged_energy = pos.copy(), net.copy(), energy

# elastic gradient against a central difference
test_pos = pos.ravel() + 0.01 * rng.normal(size=3 * N)
way = rng.normal(size=3 * N)
way /= np.linalg.norm(way)
slope = (keating(test_pos + 1e-5 * way, net, box)[0]
         - keating(test_pos - 1e-5 * way, net, box)[0]) / 2e-5
assert abs(slope - keating(test_pos, net, box)[1] @ way) < 1e-6

accepted = 0
for _ in range(N_TRIAL):
    trial = switch(net)
    trial_pos, trial_energy = relax(pos, trial, box, 20)
    if trial_energy < energy - MC_ENERGY * np.log(1 - rng.random()):
        net, pos, energy = trial, trial_pos, trial_energy
        accepted += 1
pos, energy = relax(pos, net, box, 200)
assert bragg(pos) < 0.5 * bragg(crystal_pos)

delta = abs(V2) - 2 * abs(V1)
print(f"Network/parameter cases tested: {tested}")
print(f"Inputs: V1 = {V1} eV, V2 = {V2} eV, V_pi = {VPI} eV")
print(f"Atoms N = {N}; ideal bond = {BOND} nm; box = {box * BOND:.3f} nm")
print(f"delta = |V2|-2|V1| = {delta:.3f} eV; |V2/V1| = {V2 / V1:.2f}")
rydberg = const.value("Rydberg constant times hc in eV")
print(f"Guaranteed gap 2*delta = {2 * delta:.3f} eV"
      f" = {2 * delta / rydberg:.4f} Ry")
print(f"Guaranteed window: {V1 - delta:.3f} to {V1 + delta:.3f} eV")
print(f"Damage switches: {N_DAMAGE}; anneal trials: {N_TRIAL},"
      f" accepted: {accepted}")
print(f"Monte Carlo energy parameter: {MC_ENERGY} alpha*d0^2")
print(f"Elastic energy per atom (alpha*d0^2): damaged"
      f" {damaged_energy / N:.5f}, annealed {energy / N:.5f}")

samples = (("crystal", crystal_pos, crystal),
           ("damaged", damaged_pos, damaged), ("annealed", pos, net))
for name, r, m in samples:
    angle, length, longest = spreads(r, m, box)
    lam_min = adjacency_levels(m)[0]
    e = np.linalg.eigvalsh(weaire_thorpe(m, V1, V2))
    assert abs(half_gap(e) - gap_formula(V1, V2, lam_min)) < 1e-7
    assert half_gap(e) > 2 * delta - 1e-9
    assert np.sum(e < V1) == 2 * N
    bent = np.linalg.eigvalsh(two_centre(r, m, box, V1, V2, 0, False))
    scaled = np.linalg.eigvalsh(two_centre(r, m, box, V1, V2, 0, True))
    full = np.linalg.eigvalsh(two_centre(r, m, box, V1, V2, VPI, True))
    if name == "crystal":
        assert np.max(abs(e - bent)) < 1e-8
        pi_shift = full[2 * N - 1] - e[2 * N - 1]
        assert abs(pi_shift - 8 * abs(VPI) / 3) < 1e-8
    print(f"{name}: {{111}} intensity/N^2 = {bragg(r):.4f},"
          f" lambda_min = {lam_min:.4f}")
    print(f"{name}: rms angle deviation = {angle:.2f} deg,"
          f" rms length spread = {100 * length:.2f} %")
    print(f"{name}: longest bond = {longest * BOND:.4f} nm")
    print(f"{name}: valence top = {e[2 * N - 1]:.3f} eV,"
          f" conduction bottom = {e[2 * N]:.3f} eV")
    print(f"{name}: Weaire-Thorpe gap = {half_gap(e):.3f} eV")
    print(f"{name}: gap with actual bond directions"
          f" = {half_gap(bent):.3f} eV")
    print(f"{name}: gap with lengths also = {half_gap(scaled):.3f} eV")
    print(f"{name}: gap with pi coupling also = {half_gap(full):.3f} eV")
    ideal_levels = e
    spacing = (full[2 * N - 1] - full[0]) / (2 * N - 1)
print(f"Pi shift of diamond valence top = {pi_shift:.3f} eV")
print(f"Mean valence level spacing, annealed full model"
      f" = {spacing:.4f} eV")

# threshold behaviour at half filling
lam_crystal = adjacency_levels(crystal)[0]
lam_annealed = adjacency_levels(net)[0]
for ratio in (1.5, 2.0, 2.5):
    gaps = []
    for m, low in ((crystal, lam_crystal), (net, lam_annealed)):
        e = np.linalg.eigvalsh(weaire_thorpe(m, V1, ratio * V1))
        assert abs(half_gap(e) - gap_formula(V1, ratio * V1, low)) < 2e-6
        gaps.append(abs(half_gap(e)))
    print(f"|V2/V1| = {ratio}: half-filling gap crystal {gaps[0]:.3f} eV,"
          f" annealed {gaps[1]:.3f} eV")

# weakest-bond criterion with coupling proportional to 1/length^2
critical = np.sqrt(abs(V2) / (2 * abs(V1)))
print(f"Bond length where guarantee ends = {critical * BOND:.4f} nm"
      f" (stretch {100 * (critical - 1):.1f} %)")

# one severed bond in the annealed network
cut = weaire_thorpe(net, V1, V2)
cut[0, net[0]] = cut[net[0], 0] = 0
e, states = np.linalg.eigh(cut)
low, high = ideal_levels[2 * N - 1], ideal_levels[2 * N]
inside = np.where((e > low + 1e-7) & (e < high - 1e-7))[0]
assert len(inside) <= 2
print(f"Severed bond: levels inside former gap = {len(inside)},"
      f" half-filling gap = {half_gap(e):.3f} eV")
for k in inside:
    weight = states[0, k]**2 + states[net[0], k]**2
    print(f"  level {e[k] - low:.3f} eV above valence top,"
          f" weight on severed hybrids = {weight:.3f}")
thermal = const.k * T_ANNEAL / const.e
print(f"Thermal energy at {T_ANNEAL:.0f} K = {thermal:.4f} eV")
print("PASS")
```

Running it gives:

```
Network/parameter cases tested: 32
Inputs: V1 = -2.5 eV, V2 = -6.5 eV, V_pi = -0.8 eV
Atoms N = 216; ideal bond = 0.235 nm; box = 1.628 nm
delta = |V2|-2|V1| = 1.500 eV; |V2/V1| = 2.60
Guaranteed gap 2*delta = 3.000 eV = 0.2205 Ry
Guaranteed window: -4.000 to -1.000 eV
Damage switches: 120; anneal trials: 600, accepted: 95
Monte Carlo energy parameter: 0.01 alpha*d0^2
Elastic energy per atom (alpha*d0^2): damaged 0.35127, annealed 0.19086
crystal: {111} intensity/N^2 = 0.5000, lambda_min = -4.0000
crystal: rms angle deviation = 0.00 deg, rms length spread = 0.00 %
crystal: longest bond = 0.2350 nm
crystal: valence top = -4.000 eV, conduction bottom = -1.000 eV
crystal: Weaire-Thorpe gap = 3.000 eV
crystal: gap with actual bond directions = 3.000 eV
crystal: gap with lengths also = 3.000 eV
crystal: gap with pi coupling also = 0.867 eV
damaged: {111} intensity/N^2 = 0.0429, lambda_min = -3.4263
damaged: rms angle deviation = 28.65 deg, rms length spread = 22.96 %
damaged: longest bond = 0.3960 nm
damaged: valence top = -4.000 eV, conduction bottom = 0.902 eV
damaged: Weaire-Thorpe gap = 4.902 eV
damaged: gap with actual bond directions = 0.012 eV
damaged: gap with lengths also = 0.020 eV
damaged: gap with pi coupling also = 0.019 eV
annealed: {111} intensity/N^2 = 0.0079, lambda_min = -3.5388
annealed: rms angle deviation = 26.37 deg, rms length spread = 14.99 %
annealed: longest bond = 0.3449 nm
annealed: valence top = -4.000 eV, conduction bottom = 0.621 eV
annealed: Weaire-Thorpe gap = 4.621 eV
annealed: gap with actual bond directions = 0.041 eV
annealed: gap with lengths also = 0.067 eV
annealed: gap with pi coupling also = 0.025 eV
Pi shift of diamond valence top = 2.133 eV
Mean valence level spacing, annealed full model = 0.0797 eV
|V2/V1| = 1.5: half-filling gap crystal 0.000 eV, annealed 1.176 eV
|V2/V1| = 2.0: half-filling gap crystal 0.000 eV, annealed 2.401 eV
|V2/V1| = 2.5: half-filling gap crystal 2.500 eV, annealed 4.211 eV
Bond length where guarantee ends = 0.2679 nm (stretch 14.0 %)
Severed bond: levels inside former gap = 2, half-filling gap = 0.020 eV
  level 3.983 eV above valence top, weight on severed hybrids = 0.542
  level 4.003 eV above valence top, weight on severed hybrids = 0.559
Thermal energy at 873 K = 0.0752 eV
PASS
```
